Allowable Air Exposure of Hydrogen-Terminated Silicon and Its Induction-Time Sensitivity

**Question**

A silicon wafer leaves its last wet etch with a hydrogen-terminated surface and must wait in air before the next process step. The step tolerates at most 0.2 nm of oxide. Thickness was measured after 2, 4, 8, 16, 32 and 64 h of exposure, with an independent Gaussian error of standard deviation σ = 0.02 nm at each point. The fitted law is logarithmic,

x(t) = L ln(t/t_i) for t ≥ t_i, and x = 0 before,

with L = 0.10 nm and an induction time t_i = 1 h. How long may the wafer wait, and how strongly does the answer depend on the fitted induction time?

**Answer**

The numbers above are round model parameters, not measurements on a particular wafer. Air composition, humidity, temperature and illumination are taken as fixed, and the exposure times as free of error. Thickness is in nanometres and time in hours, the natural units here. In logarithms of time, t stands for the number of hours.

**What 0.2 nm of oxide means**

Count the silicon atoms in such a film. With a rough oxide density of 2.2 g/cm³ and a molar mass of about 60 g/mol, the oxide holds about 22 silicon atoms per nm³. A film of 0.2 nm therefore holds 4.4 per nm². An ideal Si(100) layer has two atoms in each square of side a, the lattice constant, so with a ≈ 0.54 nm it holds 2/a² = 6.9 atoms per nm². The ratio is 0.64. The last digits reflect the rounded inputs: a = 0.543 nm gives 6.8 atoms per nm² and a ratio of 0.65, and an Si(111) layer, with about 7.8 atoms per nm², gives 0.56.

The limit thus corresponds to less silicon than one atomic layer contains. The thickness x is an area average, an equivalent thickness, and not the depth of a closed film. For this reason the logarithmic law is used below as an empirical description of the average. No mechanism of transport through a continuous oxide is inferred from it.

**The allowable time**

It helps to start from a slightly more general law. Suppose that nothing grows during a dead time t_d, and that afterwards the rate falls exponentially with thickness:

dx/dt = (L/τ) exp(−x/L), x(t_d) = 0.

Here τ sets the initial rate, L/τ. Separating the variables gives

exp(x/L) dx = (L/τ) dt.

The left side integrates from 0 to x, the right side from t_d to t:

L [exp(x/L) − 1] = (L/τ)(t − t_d).

Dividing by L and taking the logarithm,

x = L ln[1 + (t − t_d)/τ].

Setting x equal to the limit x* and solving for the time,

t* = t_d + τ(E − 1), E = exp(x*/L).

The fitted law is the special case t_d = τ = t_i, because 1 + (t − t_i)/t_i = t/t_i. Then

t* = t_i + t_i(E − 1) = t_i exp(x*/L).

For the example x*/L = 0.20/0.10 = 2, so E = 7.389 and

t* = 1 h × 7.389 = 7.39 h, or 443 min.

This is the central estimate, without any safety margin.

The scaling is steep in thickness. Each further 0.10 nm of tolerated oxide multiplies the time by e. In the opposite limit, x* ≪ L, the exponential can be expanded and t* ≈ t_i(1 + x*/L): the wait is then mostly the induction time, followed by nearly linear growth.

**Sensitivity when L is held fixed**

From ln t* = ln t_i + x*/L,

∂ln t*/∂ln t_i = 1,
∂ln t*/∂ln L = L × (−x*/L²) = −x*/L = −2.

At fixed L the allowable time is proportional to the induction time. Halving t_i to 0.5 h gives 3.69 h, and doubling it to 2 h gives 14.78 h. A small relative increase of L at fixed t_i shortens the time by twice that relative amount.

The unit sensitivity has two parts, because t_i plays two roles in the fitted law: it is both the dead time and the time scale of the growth that follows. In the general law,

∂ln t*/∂ln t_d = t_d/t*,
∂ln t*/∂ln τ = τ(E − 1)/t*.

Their sum is [t_d + τ(E − 1)]/t* = 1, as it must be when all times are stretched together. For t_d = τ = t_i the shares are 1/E = 0.135 and 1 − 1/E = 0.865. Most of the sensitivity therefore comes from the rate of growth after the onset, not from the waiting before it.

**What the fitted induction time measures**

The distinction matters because a straight-line fit against ln t need not determine the dead time. Rewrite the general law as

x = L ln[(t + τ − t_d)/τ]
 = L ln(t/τ) + L ln[1 + (τ − t_d)/t].

When t is much larger than |τ − t_d|, the last term is approximately L(τ − t_d)/t and vanishes. What remains is a straight line in ln t that reaches x = 0 at t = τ. The late-time intercept is the growth time scale, whatever the dead time was. As a test, growth with a dead time of 3 h and τ = 0.5 h was integrated numerically and fitted at very late times. The intercept came out at 0.5001 h.

If L and τ are known but t_d is not, the allowable time can be written

t* = τE + (t_d − τ).

Since t_d cannot be negative, τ(E − 1) is a lower bound on t* at the given τ and L. With τ = 1 h it is 6.39 h. The value 7.39 h contains one hour of dead time that late data alone would not establish. Measurements near the onset are needed to claim that hour. The bound applies only when τ and L are known independently. If both are refitted to the six nominal points with t_d = 0, they become about 1.8 h and 0.12 nm, and t* comes out near 8.1 h.

**Sensitivity when L is refitted**

So far t_i was changed with L untouched. That is the right comparison if, say, a different surface preparation changes t_i and leaves L alone. It is the wrong one if the question is how t* moves when random measurement errors shift the fitted t_i, because the same data determine both parameters. A later intercept calls for a steeper line to pass through the same points, and a steeper line partly restores the original crossing with x*.

To find by how much, write u = ln t, u_i = ln t_i and u* = ln t*. Let the n measurements be at u_k, with mean ū and variance s² (divisor n). Impose a value of u_i and choose L to minimize

Q = Σ [x_k − L(u_k − u_i)]².

Setting dQ/dL = 0 gives

L = Σ x_k v_k / Σ v_k², v_k = u_k − u_i.

Now differentiate with respect to u_i, using dv_k/du_i = −1:

dL/du_i = −Σx_k/Σv_k² + 2 (Σx_k v_k)(Σv_k)/(Σv_k²)².

Take the data to lie on the nominal line, so that x_k = L v_k at the starting value of u_i. The first term becomes −LΣv_k/Σv_k² and the second 2LΣv_k/Σv_k². Their sum is

dL/du_i = L Σv_k/Σv_k².

With D = ū − u_i, the two sums are Σv_k = nD and Σv_k² = n(s² + D²), the latter because the deviations from the mean sum to zero. Therefore

dL/du_i = L D/(s² + D²) = L/(D + s²/D) = L/(u_p − u_i),

where

u_p = ū + s²/(ū − u_i).

The point u_p is a pivot. The fitted thickness there is L(u_p − u_i), and with u_p held at this value its derivative is (dL/du_i)(u_p − u_i) − L = 0. To first order the refitted lines turn about this point.

The crossing with x* is at u* = u_i + x*/L. Hence

du*/du_i = 1 − (x*/L²) dL/du_i
 = 1 − (x*/L)/(u_p − u_i)
 = 1 − (u* − u_i)/(u_p − u_i)
 = (u_p − u*)/(u_p − u_i).

For the six measurement times ū = 2.426 and s² = 1.401. Since u_i = 0 and u* = 2,

u_p = 2.426 + 1.401/2.426 = 3.004,
du*/du_i = (3.004 − 2)/3.004 = 0.334.

The sensitivity has fallen from 1 to about one third. The pivot lies at 20.2 h. If t* were at the pivot, the first-order sensitivity would vanish, and for a later t* it would be negative. If instead the data lie at ever later times while t* stays put, u_p grows and the ratio returns to 1.

Finite changes show the same behaviour:

t_i = 0.8 h: t* = 5.91 h at fixed L, 6.87 h after refitting.
t_i = 1.2 h: t* = 8.87 h at fixed L, 7.87 h after refitting.

For a factor of two the first-order rule is less accurate. It predicts 7.39 h × 2^0.334 = 9.3 h for t_i = 2 h, whereas the direct refit gives 9.63 h. For t_i = 0.5 h the refit gives 5.98 h.

**How uncertain is the allowable time?**

A sensitivity becomes an uncertainty once the errors of the fit are known. With both parameters free, the fitted line can be written about its mean point:

x̂(u) = x̄ + L̂(u − ū), L̂ = Σ(u_k − ū)x_k/(n s²).

Independent errors give var(x̄) = σ²/n and var(L̂) = σ²/(n s²). The covariance of x̄ and L̂ is proportional to Σ(u_k − ū), which is zero. Thus

var[x̂(u)] = σ² h(u), h(u) = 1/n + (u − ū)²/(n s²).

If the line is raised by a small δx near a crossing, the crossing moves earlier by δx/L. To first order, then, the logarithmic time at which the line reaches a given thickness has standard error

SE(u) = (σ/L) √h(u),

evaluated at that crossing. Here σ/L = 0.2 and n s² = 6 × 1.401 = 8.41. At the intercept,

h = 0.1667 + 2.426²/8.41 = 0.867, SE(ln t_i) = 0.2 × 0.931 = 0.186.

At the allowable time,

h = 0.1667 + 0.426²/8.41 = 0.188, SE(ln t*) = 0.2 × 0.434 = 0.087.

The induction time is uncertain by about 19 %, the allowable time by about 9 %. The reason is visible in h(u): t* lies inside the measured range and close to its logarithmic centre, while t_i is an extrapolation. These errors assume the fitted law, in which t_d = τ. If t_d and τ are fitted separately to the same six times, the first-order standard error of ln t* is about 0.13 and that of t_d about 0.6 h.

One would get a different number by treating the quoted errors of t_i and L as independent. The standard error of L is 0.02/√8.41 = 0.0069 nm, and x*/L² = 20 nm⁻¹, so that recipe gives

√[0.186² + (20 × 0.0069)²] = 0.232.

This is more than two and a half times the correct value. The missing term is the covariance. Since the fitted intercept is û_i = ū − x̄/L̂, a small error δL shifts it by +DδL/L, and cov(û_i, L̂) = D var(L̂)/L is positive. But L enters δu* = δu_i − (x*/L²)δL with a minus sign, so the covariance contributes

−2 (x*/L²)(D/L) var(L̂) = −2 × 20 × 24.26 × 0.0069² = −0.046.

The total variance is 0.0347 + 0.0190 − 0.0462 = 0.0075, whose square root is again 0.087.

These first-order errors were tested by fitting a large set of simulated experiments. The spreads of ln t_i and ln t* were 0.190 and 0.088. The regression of ln t* on ln t_i had slope 0.332, close to the refit sensitivity 0.334. The agreement has a reason. The covariance of the two crossings is (σ/L)²[1/n + (u* − ū)(u_i − ū)/(n s²)], and dividing it by the variance at u_i gives

[s² − D(u* − ū)]/(s² + D²) = (u_p − u*)/(u_p − u_i),

after numerator and denominator are divided by D. The refit sensitivity is therefore also the average shift of ln t* that accompanies a noise-induced shift of ln t_i, to first order.

**A time limit with a margin**

At 7.39 h the fitted mean thickness equals the limit, which leaves no room for fit error. A safer rule stops the exposure when the upper one-sided 95 % confidence curve of the mean thickness reaches x*:

L(u − u_i) + 1.645 σ √h(u) = x*.

The solution is t = 6.36 h, or 382 min. To check it, u = 1.850 gives a line value of 0.185 nm and a margin of 1.645 × 0.02 × 0.454 = 0.015 nm, which add up to 0.200 nm.

The rule has the stated coverage for the following reason. At the true u* the true thickness is x*, and the upper curve lies above x* there with probability 95 %. If the curve rises with u, it has then already crossed x* at an earlier time. It does rise when L̂ exceeds 1.645σ/√(n s²) = 0.011 nm, since the slope of √h never exceeds 1/√(n s²) in magnitude. The nominal L is far above this value. In the simulated experiments the limit fell no later than the true t* in 95.1 % of cases.

This margin covers random error in the fitted mean. It does not cover variation between wafers, a change of the air, or a wrong growth law.

**When the data start too late**

Move all six measurements sixteen times later, to 32 h through 1024 h. Then s² is unchanged and ū rises by ln 16 = 2.773 to 5.199. The pivot moves to 5.199 + 1.401/5.199 = 5.468, and the sensitivity becomes

(5.468 − 2)/5.468 = 0.634.

The standard error of ln t* rises from 0.087 to 0.235, although the number and quality of the measurements are the same. Now t* must itself be extrapolated. Far outside the data the error grows as (σ/L)|u* − ū|/(s√n), so an extra factor in time between data and target costs an amount proportional to its logarithm. More points at the same late times help as 1/√n. Points that bracket t* remove the extrapolation.

**Errors that the scatter does not show**

A constant offset in the thickness gauge acts differently from random noise. If every reading is too high by b, the fitted line is shifted upward with its slope unchanged, and both crossings move earlier by b/L in ln t. The fitted t_i and t* are then multiplied by the same factor exp(−b/L), so here the sensitivity is 1 even though L was refitted. An offset of 0.01 nm, half of σ, shifts t* by about 10 %. Which sensitivity applies thus depends on what changed t_i: 1 for a common offset or a true change of t_i at fixed L, and about one third for random scatter in the present design.

The growth law itself may also be wrong near the onset. Suppose that there is no dead time, so that x = L ln(1 + t/τ) with L = 0.10 nm and τ = 1 h. The true allowable time is then 6.39 h. Fitting the induction law to noise-free data at the original six times gives

L = 0.0893 nm, t_i = 0.639 h, t* = 5.99 h.

The data lie above the late-time line L ln(t/τ) by L ln(1 + τ/t), which is 0.041 nm at 2 h and 0.002 nm at 64 h. The early points are raised most, so the fitted line is flatter and its intercept earlier. The fitted t_i is 36 % below τ, but t* is in error by only −6.3 %. At the true t* of 6.39 h the fitted line gives 0.0893 ln(6.39/0.639) = 0.206 nm instead of 0.200 nm, and this small excess moves the crossing by only about 0.06 in ln t.

The scatter would hardly reveal this fault. At 2 h the data give 0.1 ln 3 = 0.110 nm and the fitted line 0.0893 ln(2/0.639) = 0.102 nm. The difference of 0.008 nm is the largest of the six, and it is well below σ. A good straight line is therefore weak evidence for a real dead time. In this case the error shortens the allowed wait, which is the safe direction, but a different onset, or other measurement times, need not err the same way. With the same growth law and six times from 8 h to 256 h, the fitted t* is 6.70 h, which is too long.

For the stated model and data the wafer may wait about 7.4 h by the central estimate and about 6.4 h with the 95 % margin for fit error. The main values are collected in the numerical output.

Values computed for the example and the checks

```
Thickness limit x*: 0.20 nm
Logarithmic scale L: 0.100 nm per e-fold
Same scale per decade: 0.230 nm
Fitted induction time t_i: 1.00 h
Thickness error sigma: 0.020 nm
Measurement times: 2, 4, 8, 16, 32, 64 h
Rough oxide density: 2.2 g/cm^3
Rough oxide molar mass: 60 g/mol
Rough silicon lattice constant: 0.54 nm
Si per area in oxide film: 4.4 nm^-2
Si per area in one Si(100) layer: 6.9 nm^-2
Ratio of these: 0.64
Exponent x*/L: 2.000
Factor E = exp(x*/L): 7.389
Allowable time t*: 7.39 h = 443 min
Time without dead time, tau(E-1): 6.39 h
Sensitivity to t_i at fixed L: 1.000
Share from dead time: 0.135
Share from growth time scale: 0.865
Sensitivity to L at fixed t_i: -2.000
Late-fit test, dead time and tau: 3.00, 0.50 h
Late-fit test, intercept time: 0.5001 h
Mean of u: 2.426
Variance s^2 of u: 1.401
Pivot u_p: 3.004; pivot time: 20.2 h
Sensitivity to t_i with L refitted: 0.334
t_i = 0.5 h: t* fixed L 3.69 h, refit 5.98 h
t_i = 0.8 h: t* fixed L 5.91 h, refit 6.87 h
t_i = 1.2 h: t* fixed L 8.87 h, refit 7.87 h
t_i = 2.0 h: t* fixed L 14.78 h, refit 9.63 h
Standard error of L: 0.0069 nm
Standard error of ln t_i: 0.186
Standard error of ln t*: 0.087
Standard error of ln t* without covariance: 0.232
Simulated errors of ln t_i, ln t*: 0.190, 0.088
Simulated regression of ln t* on ln t_i: 0.332
One-sided 95% time limit: 6.36 h = 382 min
Simulated coverage of that limit: 95.1 %
Late design, first and last time: 32, 1024 h
Late design, refit sensitivity: 0.634
Late design, standard error of ln t*: 0.235
No-dead-time data, fitted L: 0.0893 nm
No-dead-time data, fitted t_i: 0.639 h
No-dead-time data, fitted t*: 5.99 h
No-dead-time data, error of t*: -6.3 %
No-dead-time data, t_i relative to tau: -36.1 %
```
